# The Kondo temperature from two-loop scaling and the symmetric Anderson model

**Question.** A quantum dot holds one electron in a level coupled to a metal. Adding a second electron costs a repulsion $U=2$ meV, and tunnelling gives the level a half width $\Gamma=0.25$ meV. Below what temperature is the spin of the dot screened, how does this scale depend on $\Gamma$, and how much does the two-loop term of the scaling equation matter?

**Answer.** The scale is about $0.026$ meV, or $0.3$ K, roughly a tenth of $\Gamma$. Near these parameters it grows almost as the fourth power of $\Gamma$. The two-loop term multiplies the one-loop estimate by $\sqrt j$, where $j$ is the dimensionless exchange coupling. This lowers the estimate by somewhat less than a factor of two and changes its dependence on $\Gamma$.

## The model and the meaning of $T_K$

Take a particle-hole symmetric Anderson impurity. Measured from the singly occupied state, its energy is

$$
H_d=\frac U2(n_d-1)^2 ,
$$

so the empty and the doubly occupied level each cost $U/2$. An amplitude $V$ connects the level to the normalized band orbital $c_\sigma$ at the impurity:

$$
H_V=V\sum_\sigma(d_\sigma^\dagger c_\sigma+c_\sigma^\dagger d_\sigma).
$$

The band is flat, much wider than $U$, and has density of states $\rho$ per spin in this orbital. Without repulsion the level is then a Lorentzian with half width at half maximum $\Gamma=\pi\rho V^2$.

Temperatures are written as energies, $k_B=1$. A magnetic field enters as $-hS_z$, with $h$ the Zeeman energy. A free spin one-half has the susceptibility $\langle S_z^2\rangle/T=1/(4T)$. A screened spin has a finite susceptibility $\chi$ at zero temperature, and I define

$$
\chi=\frac{1}{4T_K}.
$$

Thus $T_K$ is the temperature at which the Curie law of a free spin would reach the saturated value. It marks a crossover, and another definition may differ by a numerical factor.

## The exchange coupling

When $V$ is small, the level keeps one electron and only its spin is free at low energy. Virtual charge fluctuations couple this spin to the band. To find the coupling, consider one band orbital at the Fermi energy, containing one electron. The singlet is

$$
|s\rangle=\frac1{\sqrt2}\left(d_\uparrow^\dagger c_\downarrow^\dagger-d_\downarrow^\dagger c_\uparrow^\dagger\right)|0\rangle .
$$

Move the band electron onto the level. Anticommuting the operators gives

$$
d_\downarrow^\dagger c_\downarrow\,d_\uparrow^\dagger c_\downarrow^\dagger|0\rangle
=-d_\downarrow^\dagger d_\uparrow^\dagger|0\rangle
=d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle ,
$$

$$
-d_\uparrow^\dagger c_\uparrow\,d_\downarrow^\dagger c_\uparrow^\dagger|0\rangle
=d_\uparrow^\dagger d_\downarrow^\dagger|0\rangle .
$$

The two contributions add, so the amplitude to the doubly occupied level is $2V/\sqrt2=\sqrt2\,V$. By the same algebra with $c$ and $d$ exchanged, the amplitude to the empty level has the same size. Both intermediate states cost $U/2$, and second-order perturbation theory gives

$$
E_s=-2\,\frac{(\sqrt2V)^2}{U/2}=-\frac{8V^2}{U}.
$$

In a triplet the Pauli principle forbids both moves, so $E_t=0$.

Compare this with the Kondo interaction

$$
H_J=J\,\mathbf S\cdot\mathbf s,\qquad
\mathbf s=\tfrac12\sum_{\alpha\beta}c_\alpha^\dagger\boldsymbol\sigma_{\alpha\beta}c_\beta .
$$

Its triplet and singlet energies are $J/4$ and $-3J/4$, which differ by $J$. Hence $J=8V^2/U$. For $V/U=0.01$, diagonalizing the two-orbital Hamiltonian gives a splitting of $0.9984$ times this value.

There is no potential scattering at this order. If the band orbital is empty or doubly occupied, one virtual hop is possible for a given spin state, and the shift is $-V^2/(U/2)=-2V^2/U$. With one band electron, the mean shift of the singlet and the three triplets is also $-2V^2/U$. The part without spin is therefore a constant, independent of the band occupation.

For band electrons with energies far below $U/2$ the denominators are nearly unchanged, and the same $J$ applies. The dimensionless coupling is

$$
j=\rho J=\frac{8\rho V^2}{U}=\frac{8\Gamma}{\pi U}.
$$

## What the flow describes

Let $D$ be the half bandwidth of the Kondo model. Lower it by removing thin shells of width $\delta D$ at both edges, and adjust $J$ so that scattering near the Fermi energy stays the same.

In second order, an electron can scatter into the upper shell and out again. Alternatively, an electron from the lower shell can fill the final state first, after which the incoming electron fills the hole. Both intermediate states cost $D$. The second process has the impurity spin operators in reverse order and a minus sign from fermion exchange. With sums over repeated indices, the change of the interaction is

$$
-\frac{J^2\rho\,\delta D}{4D}\,(S^aS^b-S^bS^a)\,\sigma^a\sigma^b .
$$

Now $S^aS^b-S^bS^a=i\epsilon_{abc}S^c$ and $\epsilon_{abc}\sigma^a\sigma^b=2i\sigma^c$. Their product is $-2S^c\sigma^c=-4\,\mathbf S\cdot(\boldsymbol\sigma/2)$, so

$$
\delta J=+\frac{\rho J^2\,\delta D}{D}.
$$

Since $D$ falls by $\delta D$, this means $dj/d\ln D=-j^2$. An antiferromagnetic coupling grows as the band shrinks.

The next order opposes this growth. I take its coefficient as given, without deriving it:

$$
\frac{dj}{d\ln D}=-j^2+\frac{j^3}{2}.
$$

The coefficients belong to the convention $j=\rho J$ with $\rho$ per spin and $\mathbf s$ containing the factor $1/2$.

## Integrating the two-loop equation

For $0<j<2$, separate the variables:

$$
d\ln D=-\frac{dj}{j^2(1-j/2)} .
$$

The fraction decomposes as

$$
\frac1{j^2(1-j/2)}=\frac1{j^2}+\frac1{2j}+\frac{1}{4(1-j/2)} .
$$

To confirm this, put the right side over the common denominator. Its numerator is

$$
\left(1-\frac j2\right)+\frac j2\left(1-\frac j2\right)+\frac{j^2}{4}=1 .
$$

The three integrals are $-1/j$, $\frac12\ln j$ and $-\frac12\ln(1-j/2)$. Therefore

$$
\ln D-\frac1j+\frac12\ln j-\frac12\ln\left(1-\frac j2\right)=\ln T^* ,
$$

where $\ln T^*$ is the integration constant. Exponentiating gives

$$
T^*=D\sqrt{\frac{j}{1-j/2}}\;e^{-1/j}
=D\sqrt j\,e^{-1/j}\left(1+\frac j4+\dots\right).
$$

$D$ and $j$ change along the flow, but $T^*$ does not. The factor $\sqrt j$ comes from the term $1/(2j)$, and hence from the cubic term of the flow. Without that term the invariant would be $De^{-1/j}$.

At $D=T^*$ the coupling satisfies $\sqrt{j/(1-j/2)}\,e^{-1/j}=1$, whose root is $j=1.367$, whatever the starting value. So $T^*$ is the scale at which the coupling reaches order one. There the expansion in $j$ can no longer be trusted, and the fixed point at $j=2$ lies outside its range. The flow supplies the scale, but not the screened state below it.

## Which parts of the estimate are reliable

Suppose the next term of the flow is $cj^4$. Then the integrand contains

$$
\frac{1}{j^2(1-j/2-cj^2)}
=\frac1{j^2}+\frac1{2j}+\left(\frac14+c\right)+O(j).
$$

After integration, $\ln T^*$ contains $(1/4+c)j$. The unknown $c$ contributes at the same order as the correction $j/4$ found above. Keeping the factor $(1-j/2)^{-1/2}$ is therefore no systematic improvement on $D\sqrt j\,e^{-1/j}$.

The constant in front is also open. If the initial coupling is really $j+bj^2$, then

$$
\frac1{j+bj^2}=\frac1j-b+O(j),
$$

and $T^*$ is multiplied by $e^b$ at leading order. A different choice of the initial $D$ has a similar effect. Neither changes the power $\sqrt j$. Two loops thus fix the exponential and the power of $j$ in front of it, while the number multiplying them needs other information.

## A first estimate for the dot

The Kondo model applies below the energy of charge excitations, so a natural initial cutoff is $D=U/2=1$ meV. For $U/\Gamma=8$,

$$
j=\frac{8}{8\pi}=0.318,\qquad \frac1j=3.142 .
$$

The one-loop estimate is

$$
De^{-1/j}=1\ \text{meV}\times0.0432=0.0432\ \text{meV}.
$$

The two-loop prefactor is $\sqrt{0.318}=0.564$, which gives

$$
D\sqrt j\,e^{-1/j}=0.0432\ \text{meV}\times0.564=0.0244\ \text{meV}.
$$

The order of magnitude is settled, but the choice $D=U/2$ leaves a factor of order one undetermined.

## The formula with its constant

For the symmetric model with a wide flat band and $U$ well above $\pi\Gamma$, the exact solution of the Anderson model leads to

$$
T_K=\sqrt{\frac{U\Gamma}{2}}\;
\exp\left(-\frac{\pi U}{8\Gamma}+\frac{\pi\Gamma}{2U}\right).
$$

I take this result over without deriving it; a numerical calculation below gives it independent support. Its structure can be compared with the flow. Since $1/j=\pi U/(8\Gamma)$, the first exponent is $-1/j$. The prefactor agrees with $D\sqrt j$ if

$$
D=\sqrt{\frac{U\Gamma}{2}}\sqrt{\frac{\pi U}{8\Gamma}}
=\frac{\sqrt\pi}{4}\,U=0.443\,U .
$$

$\Gamma$ cancels, so the two-loop equation has given the correct power of $\Gamma$. The matched cutoff is close to the guess $U/2$.

The second exponent follows from $\Gamma/U=\pi j/8$:

$$
\frac{\pi\Gamma}{2U}=\frac{\pi^2}{16}\,j .
$$

It is a correction of relative order $j$, which two loops cannot determine. For the dot,

$$
T_K=0.500\ \text{meV}\times e^{-3.142}\times e^{0.196}
=0.500\times0.0432\times1.217\ \text{meV}.
$$

The result is $T_K=0.0263$ meV, or $0.305$ K.

The two-loop estimate with $D=U/2$ was only about 7% below this value, partly through compensation. Its cutoff is too large by the factor $0.5/0.443=1.13$, while it omits the factor $1.217$.

## A numerical calculation of the same scale

The definition $\chi=1/(4T_K)$ allows $T_K$ to be computed directly from the Anderson Hamiltonian. I used the numerical renormalization group. The band, with half width $50U$, is divided into energy intervals that shrink by a factor of 3 towards the Fermi energy. It is then represented by a chain of 27 sites, with the impurity at one end. Such a coarse grid makes the effective $\Gamma$ at low energy too small by the factor $\frac{\Lambda+1}{2(\Lambda-1)}\ln\Lambda=1.099$ for $\Lambda=3$. All hoppings along the chain are divided by this factor to restore it. Without this step $\Gamma$ would be about 9% too small and $T_K$ about 30% too low. Sites are added one at a time, and at least the 250 lowest states are kept whenever the list is truncated.

A field $h$ of one tenth of the predicted $T_K$ acts on the impurity. From the ground-state value $m=\langle S_z\rangle$,

$$
T_K=\frac{h}{4m}.
$$

The case $U=0$ shows the accuracy of the method where the answer is known. The two spin levels lie at $\mp h/2$. Integrating their Lorentzians up to the Fermi energy gives occupations $\frac12\pm\frac1\pi\arctan(h/2\Gamma)$, so

$$
m=\frac1\pi\arctan\frac{h}{2\Gamma}.
$$

For $h=0.1\Gamma$ this is $0.01590$, and the chain gives $0.01596$.

With $U=2$ meV the results, in meV, are:

| $U/\Gamma$ | one loop | two loops | formula | numerical |
|---:|---:|---:|---:|---:|
| 6 | 0.0948 | 0.0617 | 0.0711 | 0.0703 |
| 8 | 0.0432 | 0.0244 | 0.0263 | 0.0262 |
| 10 | 0.0197 | 0.0099 | 0.0103 | 0.0103 |

Both loop columns use $D=U/2$. The numerical values differ from the formula by at most about 1% of the latter. This difference combines the error of the formula with those of the energy grid, the truncation, the finite band and the finite field, and the calculation does not separate them.

The one-loop estimate becomes relatively worse as $\Gamma$ falls. Its ratio to the formula is $1.13/(\sqrt j\,e^{\pi\Gamma/2U})$. The main cause is that the missing factor $\sqrt j$ becomes smaller; in addition the missing factor $e^{\pi\Gamma/2U}$, which partly offsets it, falls from $1.30$ to $1.17$ across the table. The two-loop estimate approaches the formula over this range. For $j\to0$ the ratio of the two-loop estimate to the formula would tend to $1.13$, the ratio of the cutoffs, and not to one.

## How the scale varies

Take the logarithm of the formula and differentiate at fixed $U$:

$$
\frac{\partial\ln T_K}{\partial\ln\Gamma}
=\frac12+\frac{\pi U}{8\Gamma}+\frac{\pi\Gamma}{2U}.
$$

For the dot this is $0.50+3.14+0.20=3.84$. A one per cent increase of $\Gamma$ raises $T_K$ by nearly four per cent. Because $\Gamma\propto V^2$, the sensitivity to the tunnelling amplitude is twice as large. Varying $U$ at fixed $\Gamma$ gives

$$
\frac{\partial\ln T_K}{\partial\ln U}
=\frac12-\frac{\pi U}{8\Gamma}-\frac{\pi\Gamma}{2U}=-2.84 .
$$

The two slopes add to one, as they must: multiplying both energies by a common factor multiplies $T_K$ by that factor.

A larger change separates the contributions. Between $U/\Gamma=10$ and $U/\Gamma=6$, at fixed $U$, the leading exponential raises $T_K$ by $e^{\pi/2}=4.81$. The factor $\sqrt{10/6}=1.29$ from the two-loop prefactor brings this to $6.21$. The remaining exponent brings it to $6.90$, while the numerical calculation gives $6.81$. The prefactor thus accounts for most of what the one-loop law misses here.

Because $T_K$ depends so steeply on $\Gamma$, the convention for the width matters. Without repulsion the full width of the level is $2\Gamma=0.50$ meV. With strong repulsion the doubly occupied level can lose either electron, so to lowest order in $V$ even its half width is $2\Gamma$. A quoted width may therefore be $2\Gamma=0.50$ meV. Inserting it in place of $\Gamma$ would give $0.218$ meV, too large by a factor of $8.3$.

## Where the estimate fails

**Weak repulsion.** The formula assumes a well-formed spin. The table supports it down to $U=6\Gamma$, about twice $\pi\Gamma$, and not below. As $U\to0$ its second exponent diverges, and so does the predicted $T_K$. The true response stays finite: the expression for $m$ at $U=0$ gives $\chi=1/(2\pi\Gamma)$, so the defined scale is $\pi\Gamma/2$. It then measures the width of an ordinary resonance and has nothing to do with spin screening.

**A level away from symmetry.** Let the singly occupied level have energy $\varepsilon_d$ relative to the empty one, with $-U<\varepsilon_d<0$. Emptying it costs $-\varepsilon_d$ and filling it costs $U+\varepsilon_d$. The singlet calculation then gives

$$
J=2V^2\left(\frac1{-\varepsilon_d}+\frac1{U+\varepsilon_d}\right)
=\frac{2V^2U}{(-\varepsilon_d)(U+\varepsilon_d)} .
$$

The denominator is largest at $\varepsilon_d=-U/2$, so $J$ is smallest there. At the level of the leading exponential, a gate voltage that moves the level away from symmetry raises $T_K$. The two virtual processes no longer balance, potential scattering appears, and the symmetric formula does not apply.

**A narrow or structured band.** If the half bandwidth is far below $U/2$, the flow starts at the band edge instead of at the charge excitation energy. When the two are comparable, neither is a sharp starting point. If the density of states varies strongly near the Fermi energy, $\rho$ changes during the flow and the integration above must be redone. A density of states that vanishes at the Fermi energy removes the constant $\rho$ on which the logarithmic growth of $j$ rests.
